# Why swapping the SSH dimerization flips the midgap reflection sign

**Question**

I am stuck on an exercise about a uniform chain attached to a semi-infinite Su-Schrieffer-Heeger (SSH) chain. The uniform lead occupies the sites $n\le 0$ and has hopping matrix elements $-t_0$. A bond $-t_c$ joins site 0 to site 1. From site 1 onwards the hoppings alternate $-v,-w,-v,-w,\dots$, and all site energies are zero. In the lead I write

$$\psi_n=e^{ikn}+r\,e^{-ikn},\qquad E=-2t_0\cos k,\qquad 0<k<\pi .$$

I have to show that $r$ at $E=0$ changes sign when $v$ and $w$ are swapped, and that this reveals a zero-energy end state.

Two things confuse me. The bulk bands are the same for $(v,w)$ and $(w,v)$, and $|r|=1$ in the gap in both cases, so how does the reflected wave know which array it met? And when I replace the semi-infinite array by ten complete cells and solve at $E=0$, I get $r=+1$ for both orders. Is the claim wrong?

**Answer**

The claim holds for a semi-infinite array, and your ten-cell result is also right. The two differ because a finite array has a second end. I take $t_0,t_c,v,w>0$ and $v\neq w$.

**Why there is total reflection**

A Bloch wave in the array obeys $E^2=|v+we^{iq}|^2=v^2+w^2+2vw\cos q$, so the bands cover $|v-w|\le|E|\le v+w$. For $|E|<|v-w|$ the array holds a decaying solution, which carries no current. The current in the lead is proportional to $(1-|r|^2)\sin k$ and must vanish too, so $|r|=1$. The information is in the phase.

**Midgap: the two sublattices separate**

At $E=0$ we have $k=\pi/2$, and the equation at each site relates its two neighbours:

$$\begin{aligned}
\text{site }0:&\quad t_0\psi_{-1}+t_c\psi_1=0,\\
\text{site }1:&\quad t_c\psi_0+v\psi_2=0,\\
\text{site }2m:&\quad v\psi_{2m-1}+w\psi_{2m+1}=0,\\
\text{site }2m+1:&\quad w\psi_{2m}+v\psi_{2m+2}=0 ,\qquad m\ge1 .
\end{aligned}$$

Along the odd sites the amplitude is therefore multiplied by $-v/w$ per cell, and along the even sites by $-w/v$. One sequence decays and the other grows. The growing one must have zero amplitude.

*Weak bond first, $v<w$.* The even sequence would grow, so $\psi_2=0$. The equation at site 1 then gives $\psi_0=0$. Since $\psi_0=1+r$,

$$r(0)=-1 .$$

The odd sites are occupied: $\psi_{-1}=e^{-i\pi/2}+re^{i\pi/2}=-i-i=-2i$, and the equation at site 0 gives $\psi_1=2it_0/t_c$.

*Strong bond first, $v>w$.* Now the odd sequence would grow, so $\psi_1=0$, and the equation at site 0 gives $\psi_{-1}=0$. But $\psi_{-1}=-i+ir$, hence

$$r(0)=+1 .$$

Here $\psi_0=2$, and the wave leaks into the even sites with $\psi_2=-2t_c/v$.

**Where the end state enters**

Detach the array by setting $t_c=0$. The equation at site 1 becomes $v\psi_2=0$, so a zero-energy state lives on the odd sites, with $\psi_{2j+1}=(-v/w)^j\psi_1$. It is normalizable if and only if $v<w$. Normalization gives its weight on site 1:

$$|\psi_1|^2\sum_{j\ge0}\left(\frac{v}{w}\right)^{2j}=1
\quad\Rightarrow\quad Z\equiv|\psi_1|^2=1-\frac{v^2}{w^2}.$$

So $r(0)=-1$ occurs precisely when the detached array has this state, and the scattering solution inside the array is then proportional to it. The bulk energies do not distinguish the two orders, but the termination does: it decides whether the first bond is weak or strong.

The absolute sign depends on the reference plane. If the waves are referred to site $-1$ instead of site 0, $r$ is multiplied by $e^{2ik}=-1$ at midgap, for both arrays. The change of sign on swapping, with the reference plane held fixed, does not depend on that choice.

**Away from midgap**

Let $g(E)$ be the Green function of the detached array at site 1, so that $\psi_1=-t_c\,g\,\psi_0$. Let $g'$ be the same quantity for the array that starts at site 2. Eliminating the sites to the right gives

$$g=\frac{1}{E-v^2g'},\qquad g'=\frac{1}{E-w^2g}.$$

Insert the second into the first and multiply out:

$$g\,(E^2-Ew^2g-v^2)=E-w^2g
\;\Rightarrow\;
Ew^2g^2-(E^2+w^2-v^2)\,g+E=0 .$$

With $D=E^2+w^2-v^2$, the root needed in the gap is

$$g=\frac{D+\sqrt{D^2-4E^2w^2}}{2Ew^2}.$$

To see this, use $\psi_2=-vg'\psi_1$ and $\psi_3=-wg\psi_2$, which give $\psi_3/\psi_1=vw\,gg'$. The first recursion gives $v^2gg'=Eg-1$, so $\psi_3/\psi_1=(w/v)(Eg-1)$. For small $E$ the chosen root behaves as

$$g\simeq\frac{Z}{E}\quad(v<w),\qquad g\simeq-\frac{E}{v^2-w^2}\quad(v>w).$$

The ratio $\psi_3/\psi_1$ then tends to $-v/w$ or $-w/v$ respectively, and both decay. The ratio cannot reach magnitude 1 inside the gap, because that would be a propagating wave, so the same root serves throughout.

Now match at site 0, where $E\psi_0=-t_0\psi_{-1}+t_c^2g\,\psi_0$. Writing $E=-t_0(e^{ik}+e^{-ik})$,

$$-t_0(e^{ik}+e^{-ik})(1+r)=-t_0(e^{-ik}+re^{ik})+t_c^2g(1+r).$$

Cancelling the common terms leaves $-t_0(e^{ik}+re^{-ik})=t_c^2g(1+r)$, so

$$r=-\frac{t_0e^{ik}+t_c^2g}{t_0e^{-ik}+t_c^2g}.$$

At $k=\pi/2$, $g\to0$ gives $+1$ and $|g|\to\infty$ gives $-1$, as before. For $v<w$ and small $E$, put $g\simeq Z/E$ and $e^{ik}\simeq i$:

$$r\simeq-\frac{\gamma+iE}{\gamma-iE}=\frac{E-i\gamma}{E+i\gamma},\qquad \gamma=\frac{t_c^2Z}{t_0}.$$

The lead has turned the bound end state into a resonance. Its half-width is $\gamma$ if $\gamma$ is small compared with both $w-v$ and $t_0$; otherwise $\gamma$ is an estimate. In the worked case below $\gamma$ is 16 MHz, while the phase has turned by 90° from its midgap value at 14.6 MHz.

For the phase slope, note that $g$ is real in the gap, so the numerator and denominator of $r$ are complex conjugates. Hence $r=-e^{2i\theta}$ with

$$\cot\theta=\frac{t_c^2g-E/2}{t_0\sin k}.$$

For $v<w$, $\theta\simeq E/\gamma$ near midgap. For $v>w$, $\theta$ passes through $\pi/2$. With $\varphi=\arg r$,

$$\left.\frac{d\varphi}{dE}\right|_0=\frac{2}{\gamma}\ (v<w),\qquad
\left.\frac{d\varphi}{dE}\right|_0=\frac{1}{t_0}\left[1+\frac{2t_c^2}{v^2-w^2}\right]\ (v>w).$$

**How the sign gets from $+1$ to $-1$**

While the gap is open, $r(0)$ can take just the values $\pm1$, so a continuous change of $v$ and $w$ cannot alter it. At $v=w$ the gap closes. The arrays starting at sites 1 and 2 are then identical, so $g'=g$, the recursion at $E=0$ becomes $w^2g^2=-1$, and the outgoing wave requires $g=-i/w$. Then

$$r(0)=\frac{t_0-t_c^2/w}{t_0+t_c^2/w},$$

which has magnitude below 1 because part of the wave is transmitted.

**A worked case: microwave photons**

Take an array of coupled superconducting resonators at 6 GHz, where a reflection phase can be measured directly. Energies are written as frequencies $E/h$ relative to 6 GHz. Let $t_0=100$ MHz, $t_c=50$ MHz, and array bonds of 60 and 100 MHz. The half-gap is 40 MHz.

With the weak bond first,

$$Z=1-0.6^2=0.64,\qquad \gamma=\frac{50^2\times0.64}{100}=16\ \text{MHz}.$$

The delay is $d\varphi/d\omega$ with $\omega=2\pi E/h$, so it is $2/(2\pi\times16\ \text{MHz})=19.9$ ns. With the strong bond first the slope is $(1+5000/6400)/100=0.0178$ per MHz, which gives 2.8 ns. The phase of $r$ runs from 68° at $-20$ MHz through 180° to 292° at $+20$ MHz in the first case, and from $-21°$ through 0° to $+21°$ in the second.

A time-dependent calculation tests the relative sign. The same wave packet, with an rms energy width of 2.5 MHz, was sent at both arrays, and the overlap of the two reflected packets was computed. Its real part is $-0.966$, and the formula gives the same number when the product of $r$ for the weak-first array and $r^*$ for the strong-first array is averaged over the packet's spectrum. It is not $-1$ because the relative phase varies by $0.125-0.018=0.107$ rad per MHz. A Gaussian average then gives about $-e^{-(0.107\times2.5)^2/2}=-0.965$.

**Your ten-cell calculation**

In a lossless array of $M$ complete cells, the last site obeys $v\psi_{2M-1}=0$ at $E=0$. All odd amplitudes then vanish, including $\psi_1$, so $r(0)=+1$ for either order. For $v<w$ the states at the two ends hybridize and leave no level at zero energy.

The width of this exception follows from expanding $g=[(E-H)^{-1}]_{11}$ in $E$, where $H$ is the matrix of the finite array. The term $(H^{-1})_{11}$ vanishes because $H^{-1}$ connects different sublattices. The next term gives $g\simeq-ES$ with $S=\|H^{-1}e_1\|^2$, where $e_1$ is the unit vector on site 1. Solving $Hx=e_1$ gives $x_2=-1/v$ and $x_{2m+2}=-(w/v)x_{2m}$, so

$$S=\frac1{v^2}\sum_{j=0}^{M-1}\left(\frac wv\right)^{2j}=\frac{(w/v)^{2M}-1}{w^2-v^2}.$$

The phase has turned halfway, to $r=\pm i$, when $t_c^2|g|=t_0$, that is at

$$|E|\simeq E_{1/2}=\frac{t_0(w^2-v^2)}{t_c^2\,[(w/v)^{2M}-1]} .$$

The linear term suffices if this energy is far below the lowest positive level of the finite array. That holds for long arrays with $v<w$, because the level falls as $(v/w)^M$ and $E_{1/2}$ as $(v/w)^{2M}$. For ten cells $E_{1/2}$ is 9.4 kHz. At thirty times that energy $\mathrm{Re}\,r=-0.9995$. An energy grid that includes $E=0$ therefore hits this isolated exception, while an energy many times $E_{1/2}$ away shows the semi-infinite sign. At thirty times $E_{1/2}$ the phase still differs from the semi-infinite one by about 4°.

**Loss**

Let the amplitude in each array resonator decay at rate $\eta$, which replaces $E$ by $E+i\eta$ in $g$. For a semi-infinite array with $v<w$ and $\eta\ll w-v$, $g(0)\simeq Z/(i\eta)$, and

$$r(0)\simeq-\frac{i-i\gamma/\eta}{-i-i\gamma/\eta}=\frac{\eta-\gamma}{\eta+\gamma}.$$

The negative sign survives if the end state leaks into the lead faster than it is absorbed. A quality factor of $10^5$ gives $\eta=30$ kHz and $r(0)=-0.996$. At $\eta=32$ MHz the solved value is $+0.30$: the sign is lost although the end state is there. The simple formula gives $+0.33$, since $\eta$ is no longer small beside the gap.

Loss also hides the far end if the array is long enough. Using $g\simeq-i\eta S$ for ten cells gives $r(0)\simeq(1-x)/(1+x)$ with $x=\eta/E_{1/2}=30/9.36=3.2$, or $-0.52$, which agrees with the solved value. Twenty cells with the same loss give $-0.996$.

**What a real device changes**

The parameters above are rough but typical for such circuits. The assumption that real arrays break is that all site frequencies are equal and all couplings join opposite sublattices. If the end state is shifted by $\varepsilon$, then $g(0)\simeq-Z/\varepsilon$ and

$$r(0)\simeq\frac{-\varepsilon-i\gamma}{-\varepsilon+i\gamma}=-e^{-2i\arctan(\varepsilon/\gamma)} .$$

A second-neighbour hopping $-t_2$ inside the array gives, to first order, $\varepsilon=2t_2v/w$. For $t_2=2$ MHz this is 2.4 MHz, and the phase moves by $-17°$. This leaves out second-neighbour couplings across the junction and in the lead. With the same $t_2$ there as well, the phase moves by about $-24°$, so the simple formula gives only the size of the effect. Random frequencies of the array sites, with an rms spread of 2 MHz, add an rms error of 10° with the weak bond first and 0.6° with the strong bond first. Scatter in the lead adds an error of its own, which grows with the length of the lead: if the 41 lead sites nearest the array have the same spread, the rms errors are about 14° and 10°. Errors of this size leave the 180° contrast easy to recognize. With $v$, $w$ and $t_0$ fixed, a larger $t_c$ increases $\gamma$ and reduces the phase error from a given $\varepsilon$. It raises the error with the strong bond first, because $|\psi_2|=2t_c/v$ grows: at $t_c=100$ MHz the 2 MHz spread of the array sites gives about 2.4° rms for both orders.

Scatter in the bonds is different. With uniform loss,

$$g(0)=\left[\frac{-i\eta-H}{\eta^2+H^2}\right]_{11},$$

and the term with $H$ vanishes because $H$ connects opposite sublattices. So $g(0)$ is imaginary and $r(0)$ stays real. In 200 random twenty-cell arrays with 5% rms bond scatter, the least negative $r(0)$ was $-0.995$.

Further computed values are in the numerical output below.

## Table of computed values

```
resonator frequency: 6.0 GHz
lead hopping t0, coupling tc: 100, 50 MHz
weak and strong array bonds: 60, 100 MHz
half gap: 40 MHz
r(0), weak bond first: -1.000000
r(0), strong bond first: +1.000000
largest midgap error, random couplings: 1.7e-16
largest error of r(E) formula in gap: 9.8e-14
near-zero modes, detached 40 cells, weak first: 2
near-zero modes, detached 40 cells, strong first: 0
end-state weight on site 1, formula: 0.6400
end-state weight on site 1, diagonalized: 0.6400
|psi_1| at midgap, weak first: 4.0000
psi_3/psi_1 at midgap, weak first: -0.6000
psi_2 at midgap, strong first: -1.0000
resonance half-width gamma: 16.00 MHz
error of one-pole form at 4 MHz: 2.9e-03
delay at midgap, weak first: 19.89 ns
delay at midgap, strong first: 2.83 ns
phase at -20 MHz, weak/strong first: 67.81 / -21.28 deg
phase at -4 MHz, weak/strong first: 151.76 / -4.09 deg
phase at +0 MHz, weak/strong first: 180.00 / 0.00 deg
phase at +4 MHz, weak/strong first: 208.24 / 4.09 deg
phase at +20 MHz, weak/strong first: 292.19 / 21.28 deg
r(0) at gap closing, both bonds 80 MHz: +0.5238
packet rms width in energy: 2.50 MHz
packet overlap, time evolution (real part): -0.9660
packet overlap, spectral average (real part): -0.9660
lossless 10 cells, weak first, r(0): +1.0000
half-width of that window: 9.36 kHz
Re r at 30 half-widths: -0.9995
internal quality factor (rough): 1e+05
amplitude decay rate eta: 30.0 kHz
r(0) with loss, 60 cells, weak first: -0.99626
r(0) with loss, 10 cells, weak first: -0.5222
r(0) with loss, 20 cells, weak first: -0.99623
r(0) with loss, 20 cells, strong first: +0.99977
r(0) if eta were 32 MHz, weak first: +0.3017
site-frequency scatter (rough, rms): 2.0 MHz
rms phase error from it, weak first: 9.82 deg
rms phase error from it, strong first: 0.63 deg
second-neighbour coupling (rough): 2.0 MHz
end-state shift from it: 2.40 MHz
phase error from it, solved: -17.09 deg
phase error from it, formula: -17.06 deg
bond scatter (rough, rms): 5 percent
least negative r(0) with bond scatter: -0.99546
counter-rotating shift at upper gap edge: -0.132 MHz
amplitude lost per lead site: 0.015 percent
thermal photons per mode at 20 mK: 5.6e-07
```
